**Linked clusters in the Hubbard ring: diagrams against exact diagonalization**

The program tests ln(Z/Z₀) = Σₙ (−U)ⁿcₙ/n!, where Z₀ is the partition function at U = 0 and cₙ is the integrated sum of connected vacuum diagrams with n vertices. It asserts that diagram sums through third order reproduce the Taylor coefficients of ln Z from exact diagonalization of three- and four-site rings. It also asserts that weighting each diagram by R to the number of its components reproduces the coefficients of (Z/Z₀)^R for R = 0.5, 1, 2 and 3. Further assertions cover diagram counts, symmetry factors, the cumulants of an isolated site through fourth order, and the decay and periodic images of the propagator. For rings of 4 to 32 sites, the output shows cₙ/N settling to constants, while z₂/N, which includes disconnected diagrams, keeps growing. An all-to-all interaction serves as a counterexample: its connected first-order term per site roughly doubles when N doubles from 8 to 16.

## Check in Python

```python
"""Linked-cluster theorem for the Hubbard ring, tested by exact diagonalization.

Result under test: ln(Z/Z0) = sum_n (-U)^n c_n / n!, where c_n sums only
connected vacuum diagrams; c_n is proportional to the number of sites N.
H = -t sum(c+_i c_j + h.c.) - mu*N_particles + U sum n_up n_down, beta = 1/T.
A labelled diagram is a pair of permutations of its vertices, one per spin.
z_n is the sum of all diagrams, K_n the number of connected labelled ones.
Energies are in units of t; k_B = hbar = 1.
"""
from itertools import permutations, product
from math import factorial
import numpy as np
import sympy as sp
from scipy.linalg import expm

t, beta, mu = 1.0, 2.0, -0.5


def parity(perm):
    n = len(perm)
    inversions = sum(perm[a] > perm[b] for a in range(n) for b in range(a + 1, n))
    return (-1) ** inversions


def component_count(pair):
    labels = list(range(len(pair[0])))
    for perm in pair:
        for a, b in enumerate(perm):
            keep, drop = labels[a], labels[b]
            labels = [keep if q == drop else q for q in labels]
    return len(set(labels))


def relabel(pair, r):
    result = []
    for perm in pair:
        new = [0] * len(perm)
        for a, b in enumerate(perm):
            new[r[a]] = r[b]
        result.append(tuple(new))
    return tuple(result)


def symmetry_factor(pair):
    return sum(relabel(pair, r) == pair for r in permutations(range(len(pair[0]))))


def band(N):
    k = 2 * np.pi * np.arange(N) / N
    return k, -2 * t * np.cos(k) - mu


def propagator(N, tau):
    """G_x(tau) = -<T c_x(tau) c+_0(0)>, tau = 0 meaning 0-; shape (times, N)."""
    k, xi = band(N)
    f = 1 / (np.exp(beta * xi) + 1)
    tau = np.atleast_1d(tau)[:, None]
    in_k = np.where(tau > 0, -(1 - f), f) * np.exp(-xi * tau)
    return in_k @ np.cos(np.outer(k, np.arange(N))) / N


nodes, gauss = np.polynomial.legendre.leggauss(14)
nodes, gauss = (nodes + 1) / 2, gauss / 2


def time_points(order):
    """Times of all vertices, the first at zero, with quadrature weights."""
    if order == 1:
        return np.zeros((1, 1)), np.ones(1)
    if order == 2:
        return np.array([0 * nodes, beta * nodes]), beta * gauss
    u, v = [a.ravel() for a in np.meshgrid(nodes, nodes, indexing="ij")]
    w = beta**2 * u * np.outer(gauss, gauss).ravel()
    late, early = beta * u, beta * u * v
    times = np.hstack([np.array([0 * u, late, early]), np.array([0 * u, early, late])])
    return times, np.concatenate([w, w])


def diagram_sums(order, N):
    """Integrated diagrams sorted by number of components (index 0 unused)."""
    times, weights = time_points(order)
    if order == 1:
        sites = np.zeros((1, 1), dtype=int)
    else:
        free = np.indices((N,) * (order - 1)).reshape(order - 1, -1)
        sites = np.vstack([np.zeros((1, free.shape[1]), dtype=int), free])
    line = {}
    for a, b in product(range(order), repeat=2):
        line[a, b] = propagator(N, times[a] - times[b])[:, (sites[a] - sites[b]) % N]
    value = {}
    for perm in permutations(range(order)):
        term = parity(perm) * line[0, perm[0]]
        for a in range(1, order):
            term = term * line[a, perm[a]]
        value[perm] = term
    sums = np.zeros(order + 1)
    for pair in product(value, repeat=2):
        integral = weights @ np.sum(value[pair[0]] * value[pair[1]], axis=1)
        sums[component_count(pair)] += integral
    return N * beta * sums


def hubbard_parts(N):
    """Matrices of H0 and of sum n_up n_down in the full Fock space."""
    lower, string, one = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)
    c = []
    for site in range(N):
        op = np.eye(1)
        for j in range(N):
            op = np.kron(op, string if j < site else lower if j == site else one)
        c.append(op)
    number = [op.T @ op for op in c]
    kinetic = -mu * sum(number)
    for i in range(N):
        hop = c[i].T @ c[(i + 1) % N]
        kinetic = kinetic - t * (hop + hop.T)
    unit = np.eye(2**N)
    free = np.kron(kinetic, unit) + np.kron(unit, kinetic)
    return free, sum(np.kron(n, n) for n in number)


# Diagram counting and symmetry factors
connected_count, class_count = {}, {}
for n in range(1, 5):
    pairs = product(permutations(range(n)), repeat=2)
    connected = [q for q in pairs if component_count(q) == 1]
    connected_count[n] = len(connected)
    if n < 4:
        classes = {min(relabel(q, r) for r in permutations(range(n))) for q in connected}
        class_count[n] = len(classes)
        total = sum(sp.Rational(1, symmetry_factor(q)) for q in classes)
        assert total == sp.Rational(len(connected), factorial(n))
y = sp.symbols("y")
log_count = sp.log(1 + sum(factorial(n) * y**n for n in range(1, 5)))
for n in range(1, 5):
    assert sp.diff(log_count, y, n).subs(y, 0) == connected_count[n]
single = ((1, 0), (0, 1))
double = ((1, 0, 3, 2), (0, 1, 2, 3))
S_single, S_double = symmetry_factor(single), symmetry_factor(double)
assert S_double == factorial(2) * S_single**2

# One isolated site: connected diagrams against the logarithm of the exact Z
filling, x = sp.symbols("n x")
log_atom = sp.log(1 + filling**2 * (sp.exp(-x) - 1))
for n in range(1, 5):
    value = {}
    for perm in permutations(range(n)):
        value[perm] = parity(perm) * sp.prod(
            [filling if a <= b else filling - 1 for a, b in enumerate(perm)])
    diagrams = sum(value[a] * value[b] for a, b in product(value, repeat=2)
                   if component_count((a, b)) == 1)
    exact = (-1) ** n * sp.diff(log_atom, x, n).subs(x, 0)
    assert sp.expand(diagrams - exact) == 0

# Diagrams against exact diagonalization, including powers of Z (replicas)
radius, points = 0.5, 32
circle = radius * np.exp(2j * np.pi * np.arange(points) / points)


def taylor(samples):
    return (np.fft.fft(samples) / points / radius ** np.arange(points)).real


exact_log, small = {}, {}
for N in (3, 4):
    H0, D = hubbard_parts(N)
    Z0 = np.prod(1 + np.exp(-beta * band(N)[1])) ** 2
    assert abs(np.trace(expm(-beta * H0)) / Z0 - 1) < 1e-10
    ratio = np.array([np.trace(expm(-beta * (H0 + U * D))) for U in circle]) / Z0
    phase = np.unwrap(np.angle(np.append(ratio, ratio[0])))
    assert abs(phase[-1] - phase[0]) < 1e-8 and np.max(np.abs(phase)) < 3
    exact_log[N] = taylor(np.log(ratio))
    small[N] = {n: diagram_sums(n, N) for n in (1, 2, 3)}
    for n in (1, 2, 3):
        factor = (-1) ** n / factorial(n)
        assert abs(factor * small[N][n][1] - exact_log[N][n]) < 1e-7
        for R in (0.5, 1, 2, 3):
            replica = factor * sum(R**c * small[N][n][c] for c in range(1, n + 1))
            assert abs(replica - taylor(ratio**R)[n]) < 1e-6

# Convergent series at a real coupling, four sites (H0, D, Z0 are those of N = 4)
U = 0.4
lnZ_exact = np.log(np.sum(np.exp(-beta * np.linalg.eigvalsh(H0 + U * D))))
lnZ_long = np.log(Z0) + sum(exact_log[4][n] * U**n for n in range(1, 25))
assert abs(lnZ_long - lnZ_exact) < 1e-8
partial = [np.log(Z0)]
for n in (1, 2, 3):
    partial.append(partial[-1] + (-U) ** n * small[4][n][1] / factorial(n))

# Propagator: periodic images, leading poles, summability
tau_test = np.array([-1.3, 0.0, 0.7])
images = propagator(64, tau_test).reshape(3, 8, 8).sum(axis=1)
assert np.allclose(images, propagator(8, tau_test), atol=1e-12)
poles = []
for sign in (1, -1):
    k = np.arccos(-(mu + sign * 1j * np.pi / beta) / (2 * t))
    poles.append(k if k.imag > 0 else -k)
kappa = min(k.imag for k in poles)
G_equal = propagator(256, 0.0)[0]
for distance in (12, 13, 14):
    leading = sum(-1j * np.exp(1j * k * distance) / (2 * t * beta * np.sin(k)) for k in poles)
    assert abs(G_equal[distance] - leading) < 1e-3 * np.exp(-kappa * distance)
G_sup = np.max(np.abs(propagator(32, np.linspace(-beta, 0, 201))), axis=0)
A = G_sup.sum()
assert G_sup.max() <= 1

# Extensivity of connected sums and its failure for the full sums
sizes = (4, 8, 16, 32)
ring = {N: {n: diagram_sums(n, N) for n in (1, 2, 3)} for N in sizes}
for n in (1, 2, 3):
    density = [ring[N][n][1] / N for N in sizes]
    assert abs(density[3] - density[2]) < 2e-3
    assert abs(density[3] - density[2]) < abs(density[1] - density[0]) / 20
    assert abs(ring[32][n][1]) <= 32 * beta**n * connected_count[n] * A ** (n - 1)
z2 = {N: ring[N][2].sum() for N in sizes}
growth = z2[32] / 32 - z2[16] / 16
assert abs(growth / (16 * (ring[32][1][1] / 32) ** 2) - 1) < 1e-2

# Second-order connected function resolved by distance
n_spin = propagator(32, 0.0)[0, 0]
exchange = -propagator(32, beta * nodes) * propagator(32, -beta * nodes)
profile = beta * gauss @ (2 * n_spin**2 * exchange + exchange**2)
assert abs(32 * beta * profile.sum() - ring[32][2][1]) < 1e-8

# All-to-all interaction g*N_up*N_down: connected but not extensive
slope = {}
for N in (8, 16):
    weight = np.ones(1)
    for xi in band(N)[1]:
        weight = np.convolve(weight, [1, np.exp(-beta * xi)])
    m = np.arange(N + 1)
    step = 1e-4
    logs = [np.log(weight @ np.exp(-beta * g * np.outer(m, m)) @ weight)
            for g in (step, -step)]
    slope[N] = (logs[0] - logs[1]) / (2 * step)
    expected = -beta * (N * propagator(N, 0.0)[0, 0]) ** 2
    assert abs(slope[N] / expected - 1) < 1e-5

print(f"hopping t = {t:.1f} (energy unit); beta = {beta:.1f} 1/t; mu = {mu:.1f} t")
for n in range(1, 5):
    print(f"order {n}: labelled diagrams {factorial(n)**2}, connected K_n = {connected_count[n]}")
print("connected unlabelled diagrams, orders 1,2,3:", *class_count.values())
print(f"symmetry factor: one component {S_single}, two copies of it {S_double}")
for N in (3, 4):
    for n in (1, 2, 3):
        by_diagrams = (-1) ** n * small[N][n][1] / factorial(n)
        print(f"N={N}, U^{n} coefficient of ln Z: diagrams {by_diagrams:.8f}, "
              f"diagonalization {exact_log[N][n]:.8f} t^-{n}")
print(f"N=4, U = {U:.1f} t: ln Z by diagonalization = {lnZ_exact:.7f} (no unit)")
for n, total in enumerate(partial):
    print(f"  connected series through order {n}: ln Z = {total:.7f} (no unit)")
print(f"filling per spin, N=32: {n_spin:.6f} (no unit)")
print(f"propagator decay constant kappa = {kappa:.5f} per site")
print(f"A = sum over x of sup |G_x| = {A:.4f} (no unit)")
for N in sizes:
    c = [ring[N][n][1] / N for n in (1, 2, 3)]
    print(f"N={N}: c1/N = {c[0]:.6f} t^-1, c2/N = {c[1]:.6f} t^-2, "
          f"c3/N = {c[2]:.6f} t^-3, z2/N = {z2[N]/N:.4f} t^-2")
for distance in (0, 1, 2, 4, 8):
    print(f"connected second-order weight at distance {distance}: {profile[distance]:.3e} t^-1")
print(f"disconnected weight at every distance: {beta * n_spin**4:.3e} t^-1")
for N in (4, 32):
    c1, c2 = ring[N][1][1], ring[N][2][1]
    linked = (-U * c1 + U**2 * c2 / 2) / N
    cut = np.log(1 - U * c1 + U**2 * z2[N] / 2) / N
    print(f"N={N}, U = {U:.1f} t, order 2, ln(Z/Z0)/N: connected {linked:.6f}, "
          f"log of truncated Z {cut:.6f} (no unit)")
for N in (8, 16):
    print(f"all-to-all, N={N}: (1/N) d ln Z/dg at g=0 = {slope[N]/N:.5f} t^-1")
print("finished without a failed check")
```

Output:

```
hopping t = 1.0 (energy unit); beta = 2.0 1/t; mu = -0.5 t
order 1: labelled diagrams 1, connected K_n = 1
order 2: labelled diagrams 4, connected K_n = 3
order 3: labelled diagrams 36, connected K_n = 26
order 4: labelled diagrams 576, connected K_n = 426
connected unlabelled diagrams, orders 1,2,3: 1 3 7
symmetry factor: one component 2, two copies of it 8
N=3, U^1 coefficient of ln Z: diagrams -0.73140064, diagonalization -0.73140064 t^-1
N=3, U^2 coefficient of ln Z: diagrams 0.14599361, diagonalization 0.14599361 t^-2
N=3, U^3 coefficient of ln Z: diagrams -0.02396439, diagonalization -0.02396439 t^-3
N=4, U^1 coefficient of ln Z: diagrams -1.12072879, diagonalization -1.12072879 t^-1
N=4, U^2 coefficient of ln Z: diagrams 0.39729329, diagonalization 0.39729329 t^-2
N=4, U^3 coefficient of ln Z: diagrams -0.12017879, diagonalization -0.12017879 t^-3
N=4, U = 0.4 t: ln Z by diagonalization = 6.9719374 (no unit)
  connected series through order 0: ln Z = 7.3636522 (no unit)
  connected series through order 1: ln Z = 6.9153606 (no unit)
  connected series through order 2: ln Z = 6.9789276 (no unit)
  connected series through order 3: ln Z = 6.9712361 (no unit)
filling per spin, N=32: 0.410078 (no unit)
propagator decay constant kappa = 0.73329 per site
A = sum over x of sup |G_x| = 1.4722 (no unit)
N=4: c1/N = 0.280182 t^-1, c2/N = 0.198647 t^-2, c3/N = 0.180268 t^-3, z2/N = 0.5127 t^-2
N=8: c1/N = 0.332696 t^-1, c2/N = 0.190163 t^-2, c3/N = 0.095254 t^-3, z2/N = 1.0757 t^-2
N=16: c1/N = 0.336329 t^-1, c2/N = 0.192926 t^-2, c3/N = 0.087607 t^-3, z2/N = 2.0028 t^-2
N=32: c1/N = 0.336328 t^-1, c2/N = 0.192954 t^-2, c3/N = 0.087671 t^-3, z2/N = 3.8127 t^-2
connected second-order weight at distance 0: 1.118e-01 t^-1
connected second-order weight at distance 1: -9.038e-03 t^-1
connected second-order weight at distance 2: 1.472e-03 t^-1
connected second-order weight at distance 4: -3.638e-05 t^-1
connected second-order weight at distance 8: -4.081e-07 t^-1
disconnected weight at every distance: 5.656e-02 t^-1
N=4, U = 0.4 t, order 2, ln(Z/Z0)/N: connected -0.096181, log of truncated Z -0.083603 (no unit)
N=32, U = 0.4 t, order 2, ln(Z/Z0)/N: connected -0.119095, log of truncated Z 0.058279 (no unit)
all-to-all, N=8: (1/N) d ln Z/dg at g=0 = -2.66156 t^-1
all-to-all, N=16: (1/N) d ln Z/dg at g=0 = -5.38127 t^-1
finished without a failed check
```
